# Inversion-Layer Capacitance and the Moving Charge Centroid, part 1

(Sections cited here and not found follow in the second part.)

## Charge, surface potential and a moving centroid

Suppose that all the electrons of an inversion layer lie in one thin sheet at a depth $d$ below the semiconductor surface, with $N$ electrons per unit area. Let every other charge inside the semiconductor be fixed. In atomic units the permittivity of a material with dielectric constant $\kappa$ is $\kappa/4\pi$, so the sheet adds a field of magnitude $4\pi N/\kappa$ between itself and the surface. The potential drop due to the electrons is field times distance,

$$
\psi=\frac{4\pi}{\kappa}Nd .
$$

If $d$ does not depend on $N$, the derivative is $d\psi/dN=4\pi d/\kappa$, and the capacitance per unit area is permittivity over distance, $dN/d\psi=\kappa/(4\pi d)$.

Now let the sheet move towards the surface as it fills, with $d=aN^{-1/3}$ and $a$ constant. The drop is still $4\pi Nd/\kappa$, but as a function of $N$ it is $4\pi aN^{2/3}/\kappa$, so

$$
\frac{d\psi}{dN}=\frac23\,\frac{4\pi}{\kappa}aN^{-1/3}
=\frac23\,\frac{4\pi d}{\kappa},
\qquad
\frac{dN}{d\psi}=\frac32\,\frac{\kappa}{4\pi d}.
$$

The instantaneous distance is $d$ in both cases, yet the capacitances differ by half. Permittivity over distance gives the ratio $N/\psi$, the slope of a chord drawn from the origin of the charge-potential curve. A differential capacitance is the slope of the tangent. The two slopes agree when the sheet stays where it is. When it moves towards the surface, part of the potential added by the new charge is cancelled because the old charge now has a shorter lever arm.

A real layer has a spread-out density, and the fixed charge behind it can respond too. Consider a planar p-type semiconductor filling $z>0$, with a hard wall at $z=0$ and a neutral body far inside. The units are $\hbar=m_e=e=1$. The electron number density is $n(z)$, the hole density is $p(z)$, and the acceptors, all ionized, have density $N_A$. The electrostatic potential $\phi(z)$ vanishes in the body, so an electron has potential energy $-\phi$. A positive surface potential $\psi_s=\phi(0)$ attracts electrons. The charge density is $p-n-N_A$, and Poisson's equation with uniform $\kappa$ reads

$$
\phi''=-\frac{4\pi}{\kappa}(p-n-N_A)
=\frac{4\pi}{\kappa}\,(n+\rho_{\rm dep}),
\qquad
\rho_{\rm dep}=N_A-p .
$$

Here $\rho_{\rm dep}$ counts the uncompensated acceptors and is positive, although their charge is negative. Three integrals describe the electrons and the depletion charge:

$$
N_s=\int_0^\infty n\,dz,\qquad
z_{\rm av}=\frac1{N_s}\int_0^\infty z\,n\,dz,\qquad
N_{\rm dep}=\int_0^\infty\rho_{\rm dep}\,dz .
$$

The inversion charge is $-N_s$. The inversion capacitance is defined as the positive quantity

$$
C_{\rm inv}=\frac{dN_s}{d\psi_s},
$$

taken along the equilibrium bias path, on which the electrons and the body share one Fermi level. It is not the whole capacitance of the semiconductor, which is $d(N_s+N_{\rm dep})/d\psi_s$.

To connect charge with potential, multiply Poisson's equation by $z$ and integrate to a plane $z=L$ in the neutral body. Integration by parts gives

$$
\int_0^L z\phi''\,dz=L\phi'(L)-\int_0^L\phi'\,dz
=L\phi'(L)-\phi(L)+\phi(0).
$$

Both $L\phi'(L)$ and $\phi(L)$ vanish as $L$ grows, because the potential decays exponentially in the neutral body. What remains is

$$
\psi_s=\frac{4\pi}{\kappa}\left(N_sz_{\rm av}+M_{\rm dep}\right),
\qquad
M_{\rm dep}=\int_0^\infty z\,\rho_{\rm dep}\,dz .
$$

Each layer of charge contributes in proportion to its depth, as the single sheet did. Nothing has been assumed about how the electron density arises; the uniform dielectric constant in $z>0$ and the neutral body are what matter. Electrons that penetrate the barrier at $z<0$ do not enter $\phi(0)$, whatever the dielectric constant there, so only the moment over $z>0$ counts. If the centroid is instead taken over the whole density, the negative moment of the part in the barrier must be removed by a further term. A thin channel without a neutral body also needs a further term, because $L\phi'(L)$ need not vanish there.

Differentiate with respect to $N_s$. The electron part is a product, and both factors vary:

$$
\frac{d(N_sz_{\rm av})}{dN_s}
=z_{\rm av}+N_s\frac{dz_{\rm av}}{dN_s}
=z_{\rm av}(1+\gamma),
\qquad
\gamma=\frac{d\ln z_{\rm av}}{d\ln N_s}.
$$

This combination has a direct meaning. Since $N_sz_{\rm av}=\int zn\,dz$, it equals

$$
z_{\rm inc}=\int_0^\infty z\,\frac{dn(z)}{dN_s}\,dz ,
$$

the first moment of the change in density per added electron. The weight $dn/dN_s$ integrates to one. It includes both the newly added electrons and the rearrangement of those already present, and it may be negative at some depths. The derivative of the potential therefore contains the incremental centroid $z_{\rm inc}$, and the simple formula replaces it by the centroid $z_{\rm av}$ of the whole layer.

The depletion moment also changes with bias. Let the holes obey Boltzmann statistics at temperature $T$, so that $p=N_Ae^{-\phi/kT}$, and suppose that the electrons and holes do not overlap. One can then choose a plane $z_1$ that lies beyond the electrons but still in a region almost empty of holes. Beyond this plane,

$$
\phi''=\frac{4\pi N_A}{\kappa}\left(1-e^{-\phi/kT}\right).
$$

Multiplying by $\phi'$ makes both sides total derivatives:

$$
\frac{d}{dz}\frac{\phi'^2}{2}
=\frac{4\pi N_A}{\kappa}\frac{d}{dz}
\left(\phi+kTe^{-\phi/kT}\right).
$$

In the body $\phi'=0$ and the last bracket equals $kT$. Integrating from the body to $z_1$, and dropping $e^{-\phi(z_1)/kT}$ because holes are negligible there, gives

$$
\frac{\phi'(z_1)^2}{2}=\frac{4\pi N_A}{\kappa}\,[\phi(z_1)-kT].
$$

Let $N_1$ be the part of $N_{\rm dep}$ beyond $z_1$. One integration of Poisson's equation from $z_1$ to the body gives $-\phi'(z_1)=4\pi N_1/\kappa$. Inserting this in the previous equation,

$$
\phi(z_1)=\frac{2\pi N_1^2}{\kappa N_A}+kT .
$$

The argument that gave the surface potential, with depth measured from $z_1$, also gives

$$
\int_{z_1}^\infty(z-z_1)\rho_{\rm dep}\,dz=\frac{\kappa}{4\pi}\phi(z_1).
$$

Between the surface and $z_1$ the depletion density is $N_A$. Adding the moments of the two regions,

$$
\begin{aligned}
M_{\rm dep}&=\frac{N_Az_1^2}{2}+z_1N_1+\frac{\kappa}{4\pi}\phi(z_1)\\
&=\frac{N_A^2z_1^2+2N_Az_1N_1+N_1^2}{2N_A}+\frac{\kappa kT}{4\pi}
=\frac{N_{\rm dep}^2}{2N_A}+\frac{\kappa kT}{4\pi},
\end{aligned}
$$

because $N_{\rm dep}=N_Az_1+N_1$. The auxiliary plane has dropped out. At fixed temperature,

$$
dM_{\rm dep}=w\,dN_{\rm dep},\qquad w=\frac{N_{\rm dep}}{N_A}.
$$

Extra depletion charge therefore acts at the depth $w$, the effective edge of the depletion region. Its average depth is about half as large, but a change in bias uncovers acceptors at the edge. This is another case in which the incremental centroid differs from the average one.

Collecting the two responses,

$$
\boxed{\frac1{C_{\rm inv}}
=\frac{4\pi z_{\rm av}}{\kappa}(1+\gamma+\delta)},
\qquad
\delta=\frac{w}{z_{\rm av}}\frac{dN_{\rm dep}}{dN_s}.
$$

With $C_{\rm simple}=\kappa/(4\pi z_{\rm av})$, the relative error of the simple formula follows at once:

$$
\frac{C_{\rm simple}-C_{\rm inv}}{C_{\rm inv}}=\gamma+\delta .
$$

The simple formula is accurate when $|\gamma+\delta|\ll1$. A rigid density profile together with a frozen depletion charge makes both terms zero. The two terms can also cancel while neither is negligible, and agreement in the value of the capacitance is then no evidence for a fixed centroid.

Freezing the depletion density while the electrons change isolates the centroid effect:

$$
\left(\frac{dN_s}{d\psi_s}\right)_{\rm dep}
=\frac{\kappa}{4\pi z_{\rm inc}}
=\frac{C_{\rm simple}}{1+\gamma}.
$$

This is a different derivative from the equilibrium one. It applies when the voltage between the electron contact and the body is adjusted so that the depletion charge stays fixed while the electron density changes. The electrons and the body then in general do not share one Fermi level. The value of $\gamma$ must be the one for the density change that actually occurs. A negative $\gamma$ raises this capacitance above the simple value.

A computed channel shows the sizes involved. The electrons occupy parabolic subbands in the self-consistent Hartree potential at 300 K. The parameters are $\kappa=12$, $N_A=10^{-6}$ Å$^{-3}$ and a conduction edge in the body 1 eV above the Fermi level. This first channel, called heavy, has a mass 0.9 normal to the surface, a density-of-states mass 0.2 and two equivalent valleys. These values are close to those of the two lowest valleys at a silicon (001) surface. The other four valleys of silicon are left out. At 300 K they would hold part of the electrons and change both corrections, so the table does not give values for silicon. Exchange and correlation, image forces, nonparabolic bands and penetration of the wall are left out as well. The channel is a model, and its highest biases are not all within reach of a real device. At 1.60 V the field at the surface is 4.9 MV/cm, which would require about 15 MV/cm in a silicon dioxide insulator, more than that material normally withstands.

| $\psi_s$ (V) | $\gamma$ | $\delta$ | $C_{\rm inv}/C_{\rm simple}$ |
|---:|---:|---:|---:|
| 1.00 | −0.008 | 23.04 | 0.042 |
| 1.15 | −0.070 | 0.430 | 0.735 |
| 1.30 | −0.140 | 0.151 | 0.990 |
| 1.45 | −0.152 | 0.102 | 1.053 |
| 1.60 | −0.150 | 0.064 | 1.094 |

At 1.30 V the simple formula is right to about one per cent, although the centroid correction is 14 per cent. The depletion response has nearly cancelled it: $1-0.140+0.151=1.010$. At 1.60 V the centroid correction prevails. There $z_{\rm av}=10.09$ Å, and the incremental centroid is

$$
z_{\rm inc}=10.09\,(1-0.1495)=8.58\ \text{Å}.
$$

The full factor is $1-0.1495+0.0635=0.914$. With $C_{\rm simple}=6.574\times10^{-3}$ e/(V Å$^2$), division by 0.914 gives $C_{\rm inv}=7.19\times10^{-3}$ e/(V Å$^2$), or 11.5 µF/cm$^2$.

The same motion can be seen without a derivative at a single bias. Between 1.30 and 1.60 V the density $N_s$ rises from $0.957\times10^{-3}$ to $2.889\times10^{-3}$ Å$^{-2}$, while $z_{\rm av}$ falls from 11.90 to 10.09 Å. The product $N_sz_{\rm av}$ rises from 0.01138 to 0.02915 Å$^{-1}$. The mean lever arm of the added charge over this interval is therefore

$$
\frac{0.02915-0.01138}{0.002889-0.000957}\approx9.2\ \text{Å}.
$$

This is smaller than the centroid at either end. No average of the two values of $z_{\rm av}$ could reproduce it.

The surface potential itself can be checked in the same way. The permittivity in these units follows from the values at 1.60 V as $C_{\rm simple}z_{\rm av}=0.0663$ e/(V Å). The electrons contribute $0.02915/0.0663=0.44$ V. With $N_{\rm dep}=3.879\times10^{-4}$ Å$^{-2}$ and $w=387.9$ Å, the depletion charge contributes

$$
\frac{3.879\times10^{-4}\times387.9}{2\times0.0663}+0.026=1.16\ \text{V},
$$

where 0.026 V is the thermal term. The sum is 1.60 V, as it should be.

Most of the surface potential thus belongs to the depletion charge, yet most of its change in strong inversion belongs to the electrons. At 1.60 V the depletion charge grows by

$$
\frac{dN_{\rm dep}}{dN_s}=\delta\,\frac{z_{\rm av}}{w}
=0.0635\times\frac{10.09}{387.9}=0.0017
$$

per added electron. That is a very small fraction, but its lever arm is 38 times $z_{\rm av}$, so it still changes the inverse capacitance by six per cent of the simple value. A nearly constant depletion charge is therefore not sufficient reason to drop $\delta$. The quantity that must be small is the change in charge multiplied by its lever arm.

The simple formula, permittivity over centroid depth, thus needs two corrections, $\gamma$ for the motion of the electron centroid and $\delta$ for the response of the depletion charge, and these can nearly cancel without either being negligible. It remains to find where the density of states enters, and how large the corrections are in the limiting regimes.
